# Does steady laser gain equal cavity loss? A referee's comment

**The argument under review**

The manuscript considers one lasing mode above threshold. Its photon number $S$ obeys $dS/dt=(G-\kappa)S$, where $G$ is the net gain and $\kappa$ the cavity loss, both as rates for photon number rather than for field amplitude. In the steady state $dS/dt=0$ while $S\neq0$, and the manuscript concludes that $G=\kappa$ exactly. Spontaneous emission, it says, starts the oscillation and can afterwards be dropped.

In a closing remark the manuscript considers a possible correction. If the spontaneous rate $A$ into the mode is kept, the steady state gives $\kappa-G=A/S$. The manuscript takes this small number to be the amount by which the time-averaged gain would fall short of the loss.

The first conclusion is wrong, and the formula in the closing remark is useful. The meaning given to that formula needs examination, because gain and photon number both fluctuate, and "the gain" can then denote more than one average.

**What the dropped term does**

Let $n$ be the fluctuating photon number. I assume that the polarization of the emitters decays fast, so that emission, absorption and loss are random jumps. I also assume linear loss, no injected light and no thermal photons. The jumps are

- emission, $n\to n+1$, at rate $A(n+1)$;
- absorption, $n\to n-1$, at rate $Bn$;
- cavity loss, $n\to n-1$, at rate $\kappa n$.

In the factor $n+1$, the $n$ is stimulated emission and the $1$ is spontaneous emission into the same mode, so one coefficient $A$ governs both. The net gain is $G=A-B$. Both $A$ and $B$ may depend on the state of the emitters and may fluctuate with it.

Each upward jump adds one photon and each downward jump removes one. Averaging over the fluctuations gives

$$\frac{d\langle n\rangle}{dt}=\langle A(n+1)\rangle-\langle Bn\rangle-\kappa\langle n\rangle=\langle (G-\kappa)n\rangle+\langle A\rangle .$$

In a stationary state with finite $\langle n\rangle$ the left side vanishes. Division by $\langle n\rangle$ gives

$$\kappa-G_w=\frac{\langle A\rangle}{\langle n\rangle},\qquad G_w\equiv\frac{\langle Gn\rangle}{\langle n\rangle}. \tag{1}$$

The photon-weighted gain $G_w$ counts each instant in proportion to the photons then present. It lies below $\kappa$ whenever $\langle A\rangle>0$. The photon budget is $\kappa\langle n\rangle=\langle Gn\rangle+\langle A\rangle$: net stimulated emission replaces most of the lost photons, and spontaneous emission replaces the rest.

This locates the error in the first conclusion. Well above threshold $A$ is small compared with $\kappa S$, but it must be compared with $(\kappa-G)S$, which is the difference of two large terms. In the steady state $A$ equals that difference. If $G$ were held at $\kappa$, the source $A$ would be unbalanced and the mean photon number would grow without limit.

It is convenient to define $n_{sp}=\langle A\rangle/G_w$, which exceeds 1 when the gain is positive, absorption is present and the gain fluctuates little. Inserting $\langle A\rangle=n_{sp}G_w$ in (1) gives $\kappa\langle n\rangle=G_w(\langle n\rangle+n_{sp})$, hence

$$G_w=\frac{\kappa\langle n\rangle}{\langle n\rangle+n_{sp}},\qquad \frac{\kappa-G_w}{\kappa}=\frac{n_{sp}}{\langle n\rangle+n_{sp}}. \tag{2}$$

The relative deficit tends to zero as the photon number grows with $n_{sp}$ bounded. Equality of gain and loss is that limit.

**Does the same deficit apply to the time average?**

The closing remark needs $\langle G\rangle$, in which every instant has the same weight. The rate equation does not supply it without an approximation. Writing $\langle Gn\rangle=\langle G\rangle\langle n\rangle+\mathrm{Cov}(G,n)$, the stationary photon balance becomes

$$(\langle G\rangle-\kappa)\langle n\rangle+\mathrm{Cov}(G,n)+\langle A\rangle=0 . \tag{3}$$

The rate equation omits the covariance. Whether that is allowed depends on its size relative to $\langle A\rangle$, not relative to $\kappa\langle n\rangle$.

A second balance settles the matter. Take the harmonic number $H_n=1+\tfrac12+\dots+\tfrac1n$, with $H_0=0$. An upward jump changes it by $1/(n+1)$, which cancels the factor $n+1$ in the emission rate. A downward jump from $n\ge1$ changes it by $-1/n$, which cancels the factor $n$ in the removal rate. From $n=0$ there is no downward jump. Pumping, and decay outside the mode, leave $n$ and hence $H_n$ unchanged. Therefore

$$\frac{d\langle H_n\rangle}{dt}=\langle A\rangle-\langle(B+\kappa)\,\mathbf 1_{n>0}\rangle ,$$

where $\mathbf 1$ equals 1 if its condition holds and 0 otherwise. Since $H_n\le n$, the mean is finite and stationary. Setting the derivative to zero and using $\mathbf 1_{n>0}=1-\mathbf 1_{n=0}$ gives

$$\kappa-\langle G\rangle=\langle(\kappa+B)\,\mathbf 1_{n=0}\rangle . \tag{4}$$

The time-averaged gain also lies below the loss, but its deficit comes from the moments when the mode is empty. Equation (4) involves no expansion in $1/n$ and holds for any emitter dynamics within the stated jump description.

The absence of a term $A/\langle n\rangle$ can be understood from the logarithm of $n$, which $H_n$ follows at large $n$. Expanding $\ln(1\pm1/n)$ to second order, the mean rate of change of $\ln n$ at given $n$ is

$$A(n+1)\Big(\frac1n-\frac1{2n^2}\Big)-(B+\kappa)n\Big(\frac1n+\frac1{2n^2}\Big)\simeq G-\kappa+\frac An-\frac{A+B+\kappa}{2n}.$$

The term $A/n$ is the push from spontaneous emission. The last term comes from the randomness of the jumps: because the logarithm is concave, a loss lowers it more than an equal gain raises it. Near $G=\kappa$ we have $B+\kappa\simeq A$, so the two terms cancel to order $1/n$. A stationary logarithm then requires no offset $A/n$ in the average gain.

**The size of the omitted covariance**

Solving (3) for the covariance gives

$$\mathrm{Cov}(G,n)=-\langle A\rangle+\langle n\rangle\,(\kappa-\langle G\rangle). \tag{5}$$

If the mode is empty so rarely that the last term is small compared with $\langle A\rangle$, the covariance is nearly $-\langle A\rangle$. The rate equation then omits a term as large as the spontaneous term it keeps. Its steady gain is right to leading order, but its correction of order $1/S$ cannot be read as a correction to $\langle G\rangle$. It does approximate the deficit of $G_w$.

The ratio of the two deficits follows from (1) and (4):

$$\frac{\kappa-\langle G\rangle}{\kappa-G_w}=\frac{\langle n\rangle\,\langle(\kappa+B)\mathbf 1_{n=0}\rangle}{\langle A\rangle}.$$

When $\kappa+B$ in the dark is comparable with $\langle A\rangle$, this ratio is small if $\langle n\rangle P(n=0)\ll1$.

**Frozen and saturable gain**

Suppose first that $A$ and $B$ are constants, as in an amplifier whose gain the light does not alter. In the stationary state there is no net flow between $n$ and $n+1$, so $A(n+1)P_n=(B+\kappa)(n+1)P_{n+1}$. The distribution is geometric with ratio $r=A/(B+\kappa)$, which must be below 1. Then

$$P_0=1-r=\frac{\kappa-G}{\kappa+B},\qquad \langle n\rangle=\frac r{1-r}=\frac A{\kappa-G}.$$

The covariance is zero, and (1) and (4) give the same deficit. For frozen gain the manuscript's reading of $A/S$ is therefore correct. The mode is dark often enough to account for the whole deficit.

Suppose next that the gain saturates and the emitters follow $n$ rapidly, so that $A$ and $B$ become functions of $n$. The same balance of flows gives $P_{n+1}/P_n=A_n/(B_{n+1}+\kappa)$. Let $G_n-\kappa=s(n_*-n)$ with $s>0$, $n_*\gg1$ and $sn_*\ll A$. To leading order the logarithm of each ratio is $s(n_*-n)/A$, and summing from $0$ to $n_*$ gives

$$\ln\frac{P_{n_*}}{P_0}\simeq\frac{s\,n_*^2}{2A}=\frac{(G_0-\kappa)\,n_*}{2A}.$$

At a fixed unsaturated excess $G_0-\kappa$, the empty state becomes exponentially improbable as $n_*$ grows, while $A/n_*$ falls as a power. Treating $A$ and $B$ as fixed functions of $n$ also needs weak saturation, which for two-level emitters means $G_0-\kappa\ll\kappa$. Otherwise the response of the emitters to each jump alters the photon noise even when they are fast. In the two-level model below with $\kappa=20$/ns, $w=120$/ns and $\gamma=79$/ns, so that $G_0=2\kappa$, these ratios give $P_0\simeq1.1\times10^{-5}$ while the joint master equation gives $1.2\times10^{-6}$. The estimate does not cover emitters that respond slowly and produce strong relaxation oscillations. For them $P(n=0)$ must be found separately, although (4) still holds.

**A small laser worked through**

Consider a model with $M=200$ two-level emitters, $N$ of them excited. Let $A=gN$ and $B=g(M-N)$, so $G=g(2N-M)$. Take $g=1$/ns, decay outside the mode $\gamma=1$/ns per excited emitter, and $\kappa=100$/ns. Gain equals loss at $N=150$. Each unexcited emitter is pumped at rate $w$. With spontaneous but no stimulated processes, $N=150$ requires $50w=(\gamma+g)150$, or $w=6$/ns, which serves as a nominal threshold.

The rate equations have the steady conditions

$$w(M-N)-\gamma N=\kappa S,\qquad (\kappa-G)S=gN .$$

The first says that excitations not lost elsewhere leave as photons. With $w$ in 1/ns, these parameters give $S=w/2$ and $N=150w/(w+1)$. At $w=80$/ns this means $S=40$ and $N=148.15$. The gain is $2\times148.15-200=96.30$/ns, and the deficit is $3.70$/ns, equal to $148.15/40$.

For the fluctuating laser I solved the stationary master equation for the joint probability of $N$ and $n$, using the jumps above together with pumping and outside decay. The photon number was cut off at 160 and the sparse linear system was solved by direct factorization. All deficits below are in 1/ns.

| $w$ (1/ns) | $\langle n\rangle$ | rate equation | $\kappa-G_w$ | $\kappa-\langle G\rangle$ |
|---|---|---|---|---|
| 20 | 9.09 | 14.3 | 16.2 | 5.59 |
| 40 | 18.58 | 7.32 | 8.06 | 0.380 |
| 80 | 38.50 | 3.70 | 3.90 | 0.00090 |

At $w=80$/ns the mean spontaneous rate is $150.0$/ns, and (1) gives $150.0/38.50=3.90$/ns. Spontaneous emission thus replaces 3.9% of the photons lost from the cavity. The mode is empty with probability $8.26\times10^{-6}$. Dividing the time-averaged deficit by this probability gives $\kappa+B\simeq109$/ns in the dark, so $B\simeq9$/ns and about 191 emitters are then excited. That is well above the overall mean of 150, but such moments are too rare to shift that mean noticeably.

The covariance at this pump is $-149.97$/ns, close to $-\langle A\rangle$ as (5) requires. Its omission has a visible effect on the carriers. The master equation gives $\langle N\rangle=149.9996$, whereas the rate equations place $N$ lower by 1.85. The first steady condition is linear and also holds for the averages, so the photon number must differ as well. The change is $-(w+\gamma)\times1.85/\kappa=-81\times1.85/100\simeq-1.5$, which takes 40 to 38.5.

The weakest pump shows the limits of the simple picture. At $w=20$/ns, more than three times the nominal threshold, the mode is still empty 4.1% of the time. The product $\langle n\rangle P(n=0)$ is 0.37, and the time-averaged deficit is about a third of the photon-weighted one. Being above threshold is not by itself enough to make the time-averaged deficit negligible.

For comparison, freeze $A$ and $B$ at the rate-equation values for $w=80$/ns. Then $\kappa+B=151.85$/ns and $P_0=3.70/151.85=0.0244$, with a mean photon number of 40. The saturable laser has nearly the same mean but is empty about three thousand times less often. Both averages of the frozen gain have the deficit 3.70/ns. In the laser, gain saturation makes the covariance negative and pushes the time-averaged deficit below the photon-weighted one. A gain that fluctuates independently of the light also separates the two, but in the opposite direction. If $N$ switches between 145.15 and 151.15 at 40/ns with no back-action from the photons, the covariance is $+19.7$/ns and the deficits are 3.27/ns for $G_w$ and 3.70/ns for $\langle G\rangle$.

**Magnitude for a diode laser**

Take a model diode emitting 1 mW in total through its mirrors at 1.55 µm, with mirror loss 250/ns, total loss 500/ns and $n_{sp}=1.5$. The photon energy is $1.28\times10^{-19}$ J, so

$$\langle n\rangle=\frac{10^{-3}\ \mathrm W}{(1.28\times10^{-19}\ \mathrm J)(2.5\times10^{11}\ \mathrm{s^{-1}})}\simeq3.1\times10^4 .$$

Equation (2) gives a relative deficit of $1.5/(3.1\times10^4)\simeq4.8\times10^{-5}$, or about 0.024/ns out of 500/ns. This is the photon-weighted deficit for a field uniform along the cavity. With facets of power reflectivity $R$ the field is not uniform, and the deficit measured from the nominal loss is larger by the factor $(1-R)^2/(R\ln^2R)$. For cleaved facets with $R=0.32$ the factor is 1.11 and the deficit is about 0.027/ns. If $\langle n\rangle P(n=0)\ll1$ in this diode, its time-averaged gain lies much closer to the loss.

**Conditions and requested correction**

Injected light or thermal photons would add further sources to the photon balance. Loss that removes photons in pairs, such as two-photon absorption, would change the jump rates and with them the cancellation behind (4). If the polarization responds slowly, the jump description itself has to be replaced.

Within the stated assumptions, the claim $G=\kappa$ should be withdrawn and the spontaneous term restored. The manuscript should then say which gain it means. The deficit $A/S$ belongs to the rate-equation fixed point and, with averages in place of $A$ and $S$, to the photon-weighted gain. A statement about the time-averaged gain, or about the mean carrier number when gain is linear in it, should use (4).

Numerical values quoted here were computed with a short program.
